# Zeldovich Factor of a Circular Step Nucleus on a Ferroelectric Wall: a numerical check

```python
"""
Result under test: a circular step nucleus on a flat 180-degree ferroelectric
wall has, per switched cell, the Zeldovich factor
    Z = s * (2 P E a)**1.5 / (2 pi lam sqrt(kB T)),
which scales as E**1.5 when P, lam, a, s and T are fixed.
P: polarization, E: field, a: step height, s: wall area per cell,
lam: line tension of the step, T: temperature, n: number of switched cells,
r: nucleus radius. SI units inside; engineering units in the printout.
"""
import numpy as np
from scipy.constants import k as kB, e as qe, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

MV_CM = 1e8
NM = 1e-9
P = 50 * 1e-2                # C/m2
a = 0.4 * NM
s = a**2
lam = 0.1 * qe / NM          # J/m
T = 300.0
E0 = 0.2 * MV_CM
eps_r = 300.0                # rough permittivity of the film
step_width = 1.0 * NM        # rough width of a diffuse step
E_break = 1.0 * MV_CM        # rough breakdown field
T_hot = 273.15 + 85.0


def constant_tension(r):
    return lam


def energy(r, field, tension=constant_tension):
    """Energy of a disc nucleus: rim cost minus field gain."""
    return 2*pi*r*tension(r) - 2*P*field*a*pi*r**2


def numerical_barrier(field, temp=T, tension=constant_tension):
    """Critical radius, cell number, barrier/kT, Z per cell, Z per length."""
    found = minimize_scalar(
        lambda x: -energy(x*NM, field, tension)/(kB*temp),
        bounds=(0.3, 12.0), method="bounded", options={"xatol": 1e-10})
    rc = found.x*NM
    nc = pi*rc**2/s

    def w_cells(n):
        return energy(np.sqrt(n*s/pi), field, tension)/(kB*temp)

    def w_radius(r):
        return energy(r, field, tension)/(kB*temp)

    def curvature(func, x):
        h = 1e-3*x
        return (func(x+h) - 2*func(x) + func(x-h))/h**2

    z_cells = np.sqrt(-curvature(w_cells, nc)/(2*pi))
    z_radius = np.sqrt(-curvature(w_radius, rc)/(2*pi))
    return rc, nc, -found.fun, z_cells, z_radius


def kinetic_factor(field, power):
    """Z = J/(b* C*) from the stationary master equation, b_n = n**power.
    Also returns J*exp(W*/kT) and the flux from the resistance sum."""
    _, nc, wc, _, _ = numerical_barrier(field)
    n = np.arange(1, int(9*nc) + 1, dtype=float)
    w = energy(np.sqrt(n*s/pi), field)/(kB*T)
    attach = n**power
    detach = attach[:-1]*np.exp(np.diff(w))      # from sizes 2, 3, ...
    bands = np.zeros((3, len(n) - 1))
    bands[0, 1:] = -detach[1:]
    bands[1] = detach + attach[1:]
    bands[2, :-1] = -attach[1:-1]
    source = np.zeros(len(n) - 1)
    source[0] = attach[0]*np.exp(-w[0])
    population = solve_banded((1, 1), bands, source)
    flux = attach[-1]*population[-1]
    flux_sum = 1/np.sum(np.exp(w)/attach)
    scaled = flux*np.exp(wc)
    return scaled/nc**power, scaled, flux/flux_sum


def z_formula(field, temp=T):
    return s*(2*P*field*a)**1.5/(2*pi*lam*np.sqrt(kB*temp))


def slope(y1, y2, x1, x2):
    return np.log(y2/y1)/np.log(x2/x1)


# Critical nucleus and curvature: numerical maximum against derived formulas
g = 2*P*E0*a
r_f, n_f = lam/g, pi*lam**2/(s*g**2)
w_f = pi*lam**2/(g*kB*T)
rc, nc, wc, zc, zr = numerical_barrier(E0)
assert abs(rc/r_f - 1) < 1e-6
assert abs(nc/n_f - 1) < 1e-6
assert abs(wc/w_f - 1) < 1e-9
assert abs(zc/z_formula(E0) - 1) < 1e-5
assert abs(zr/np.sqrt(g/(kB*T)) - 1) < 1e-5
assert abs(zc*nc/(0.5*np.sqrt(wc/pi)) - 1) < 1e-5

# Kinetic definition against the formula, over a range of fields
fields = np.array([0.1, 0.2, 0.3, 0.4])*MV_CM
sweep = []
for field in fields:
    z_kin, scaled_flux, flux_ratio = kinetic_factor(field, 0.5)
    bar = numerical_barrier(field)
    sweep.append((field, bar[1], bar[2], z_kin, scaled_flux, bar[4]))
    assert abs(flux_ratio - 1) < 1e-6
    # the cut at n = 1 matters slightly when the barrier is low
    assert abs(z_kin/z_formula(field) - 1) < 1e-3
z_perimeter = kinetic_factor(E0, 0.5)[0]
z_constant = kinetic_factor(E0, 0.0)[0]
z_area = kinetic_factor(E0, 1.0)[0]
assert abs(z_perimeter/z_formula(E0) - 1) < 1e-6
assert abs(z_constant/z_formula(E0) - 1) < 1e-6
x = 1/wc
# the next term of this series is of order 2*x**3
assert abs(z_formula(E0)/z_area - (1 + x/2 + 3*x**2/4)) < 1e-3

# Field exponents measured on numerical results
lo, hi = sweep[0], sweep[2]
exp_cells = slope(lo[3], hi[3], lo[0], hi[0])
exp_radius = slope(lo[5], hi[5], lo[0], hi[0])
exp_prefactor = slope(lo[4], hi[4], lo[0], hi[0])
assert abs(exp_cells - 1.5) < 1e-4
assert abs(exp_radius - 0.5) < 1e-4
assert abs(exp_prefactor - 0.5) < 1e-4
E_act = pi*lam**2/(2*P*a*kB*T)
for row in sweep:
    assert abs(row[2]*row[0]/E_act - 1) < 1e-8


# Neglected rim charge: line charge 2 P a cos(theta) on a ring
def ring_integral(core_ratio):
    def f(phi):
        return np.cos(phi)/np.sqrt(4*np.sin(phi/2)**2 + core_ratio**2)
    return quad(f, 0, 0.1, limit=200)[0] + quad(f, 0.1, pi, limit=200)[0]


log_slope = (ring_integral(0.005) - ring_integral(0.02))/np.log(4)
assert abs(log_slope - 1) < 2e-3
lam_log = (2*P*a)**2/(8*pi*epsilon_0*eps_r)


def charged_tension(r):
    return lam + lam_log*np.log(r/r_f)


def overlap_tension(r):
    return lam*(1 - np.exp(-2*r/step_width))


def modified(tension):
    z_mid = numerical_barrier(E0, tension=tension)[3]
    z_low = numerical_barrier(E0/1.02, tension=tension)[3]
    z_high = numerical_barrier(E0*1.02, tension=tension)[3]
    return z_mid/zc, slope(z_low, z_high, E0/1.02, E0*1.02)


charge_ratio, charge_exp = modified(charged_tension)
overlap_ratio, overlap_exp = modified(overlap_tension)


# Neglected nonlinear polarization: quartic double well, p = P(E)/P(0)
def driving_ratio(h):
    """Well-depth difference over its linear value; h = chi E/P."""
    p = np.sort(np.roots([0.5, 0.0, -0.5, -h]).real)
    depth = -p**2/4 + p**4/8 - h*p
    return (depth[0] - depth[2])/(2*h)


assert abs(driving_ratio(0.02) - (1 - 0.02**2/2)) < 1e-6
h0 = epsilon_0*(eps_r - 1)*E0/P
drive = driving_ratio(h0)
hot_ratio = numerical_barrier(E0, temp=T_hot)[3]/zc

print(f"Polarization P = {P*100:.1f} uC/cm2")
print(f"Step height a = {a/NM:.2f} nm")
print(f"Wall area per cell s = {s/NM**2:.2f} nm2")
print(f"Line tension = {lam*NM/qe:.3f} eV/nm")
print(f"Temperature T = {T:.1f} K")
print(f"Thermal energy kB T = {kB*T/qe:.5f} eV")
print(f"Field E = {E0/MV_CM:.2f} MV/cm")
print(f"Driving energy per wall area g = {g*NM**2/qe:.5f} eV/nm2")
print(f"Critical radius = {rc/NM:.4f} nm")
print(f"Critical cell number = {nc:.2f}")
print(f"Barrier = {wc*kB*T/qe:.4f} eV")
print(f"Barrier / kB T = {wc:.3f}")
print(f"Z per cell, formula = {z_formula(E0):.6f}")
print(f"Z per cell, curvature = {zc:.6f}")
print(f"Z per cell, kinetic, perimeter attachment = {z_perimeter:.6f}")
print(f"Z per cell, kinetic, constant attachment = {z_constant:.6f}")
print(f"Z per cell, kinetic, area attachment = {z_area:.6f}")
print(f"Barrier width 1/Z = {1/zc:.2f} cells")
print(f"Z times critical cell number = {zc*nc:.4f}")
print(f"Z per radius = {zr*NM:.4f} 1/nm")
print(f"Merz activation field = {E_act/MV_CM:.3f} MV/cm")
for row in sweep:
    print(f"E = {row[0]/MV_CM:.1f} MV/cm: n* = {row[1]:.1f}, "
          f"W*/kT = {row[2]:.2f}, kinetic Z = {row[3]:.5f}")
print(f"Field exponent of Z per cell = {exp_cells:.5f}")
print(f"Field exponent of Z per radius = {exp_radius:.5f}")
print(f"Field exponent of flux prefactor = {exp_prefactor:.5f}")
print(f"Rough relative permittivity = {eps_r:.0f}")
print(f"Rim charge: log coefficient / tension = {lam_log/lam:.4f}")
print(f"Rim charge: Z / ideal Z = {charge_ratio:.4f}")
print(f"Rim charge: local field exponent = {charge_exp:.4f}")
print(f"Rough step width = {step_width/NM:.1f} nm")
print(f"Edge overlap: Z / ideal Z = {overlap_ratio:.4f}")
print(f"Edge overlap: local field exponent = {overlap_exp:.4f}")
print(f"Induced / spontaneous polarization = {h0:.4f}")
print(f"Nonlinear response: driving energy ratio = {drive:.5f}")
print(f"Nonlinear response: Z / ideal Z = {drive**1.5:.5f}")
print(f"Temperature of use = {T_hot:.2f} K")
print(f"Hot Z / ideal Z at fixed P and tension = {hot_ratio:.4f}")
print(f"Rough breakdown field = {E_break/MV_CM:.1f} MV/cm")
print(f"Field / breakdown field = {E0/E_break:.2f}")
print(f"Field where barrier is 10 kB T = {E_act/10/MV_CM:.3f} MV/cm")
print("success")
```

It prints:

```
Polarization P = 50.0 uC/cm2
Step height a = 0.40 nm
Wall area per cell s = 0.16 nm2
Line tension = 0.100 eV/nm
Temperature T = 300.0 K
Thermal energy kB T = 0.02585 eV
Field E = 0.20 MV/cm
Driving energy per wall area g = 0.04993 eV/nm2
Critical radius = 2.0027 nm
Critical cell number = 78.75
Barrier = 0.6292 eV
Barrier / kB T = 24.338
Z per cell, formula = 0.017671
Z per cell, curvature = 0.017671
Z per cell, kinetic, perimeter attachment = 0.017671
Z per cell, kinetic, constant attachment = 0.017671
Z per cell, kinetic, area attachment = 0.017291
Barrier width 1/Z = 56.59 cells
Z times critical cell number = 1.3917
Z per radius = 1.3898 1/nm
Merz activation field = 4.868 MV/cm
E = 0.1 MV/cm: n* = 315.0, W*/kT = 48.68, kinetic Z = 0.00625
E = 0.2 MV/cm: n* = 78.8, W*/kT = 24.34, kinetic Z = 0.01767
E = 0.3 MV/cm: n* = 35.0, W*/kT = 16.23, kinetic Z = 0.03246
E = 0.4 MV/cm: n* = 19.7, W*/kT = 12.17, kinetic Z = 0.04998
Field exponent of Z per cell = 1.50000
Field exponent of Z per radius = 0.50000
Field exponent of flux prefactor = 0.50000
Rough relative permittivity = 300
Rim charge: log coefficient / tension = 0.1496
Rim charge: Z / ideal Z = 0.7960
Rim charge: local field exponent = 1.6354
Rough step width = 1.0 nm
Edge overlap: Z / ideal Z = 1.0153
Edge overlap: local field exponent = 1.4428
Induced / spontaneous polarization = 0.1059
Nonlinear response: driving energy ratio = 0.99402
Nonlinear response: Z / ideal Z = 0.99104
Temperature of use = 358.15 K
Hot Z / ideal Z at fixed P and tension = 0.9152
Rough breakdown field = 1.0 MV/cm
Field / breakdown field = 0.20
Field where barrier is 10 kB T = 0.487 MV/cm
success
```
